\section*{Bowing of a pinned ferroelectric stacking wall in a perpendicular field}

\section{Problem}

Two layers stacked in parallel can slide into two stackings that are mirror images of each other in the plane midway between the layers. One stacking carries a perpendicular dipole per unit area $+P$, the other $-P$. A domain wall separates them and costs an energy $\gamma$ per unit length. The wall is held at two points a distance $\ell$ apart and is straight when no field acts. A uniform perpendicular field $E>0$ is then applied.

Assume that
\begin{itemize}
\item $\gamma$ does not depend on the direction of the wall in the plane;
\item the two pins are rigid, and the wall between them slides without friction;
\item the wall is thin compared with its radius of curvature;
\item $E$ stands for $D/\epsilon_0$, where the displacement field $D$ is held fixed and uniform, and $P$ is the dipole per area at zero field.
\end{itemize}

(a) Estimate the radius of curvature and the sag of the wall by scaling.
(b) Find the equilibrium shape and its radius.
(c) Find the fields for which a pinned equilibrium exists, and decide which equilibria are stable.
(d) Evaluate the results for $\gamma=0.100$~eV/\AA, $P=3.30\times10^{-4}$~$e$/\AA, $E=3.00$~MV/cm and $\ell=400$~nm.
(e) Find how the shape changes if $\gamma$ depends on the angle between the wall and the slip direction.

The algebra uses atomic units, in which $e=1$ and $4\pi\epsilon_0=1$. In the numbers, $P$ in $e$/\AA\ times $E$ in V/\AA\ gives an energy per area in eV/\AA$^2$.

\section{First estimate by scaling}

Let the middle of the wall move sideways by $w\ll\ell$. The slope is of order $w/\ell$, so the extra length is of order $\ell(w/\ell)^2=w^2/\ell$ and costs $\gamma w^2/\ell$. The area that changes stacking is of order $w\ell$ and gains $PEw\ell$. Equating the two, with all numerical factors dropped, gives
\begin{equation}
w\sim\frac{PE\,\ell^2}{\gamma}.
\end{equation}
The curvature is of order $w/\ell^2$, so that
\begin{equation}
R\sim\frac{\ell^2}{w}\sim\frac{\gamma}{PE}.
\end{equation}
The pin spacing has dropped out of $R$. For the given numbers $E=0.0300$~V/\AA\ and $PE=9.90\times10^{-6}$~eV/\AA$^2$. The estimates are $R\sim1010$~nm and $w\sim158$~nm.

\section{Exact solution}

\subsection{The pressure on the wall}

Let $e_\pm(E)$ be the energy per area of the two domains. The dipole per area is $-de_\pm/dE$, so for the domain with $+P$
\begin{equation}
e_+(E)=e_0-PE-\tfrac12\alpha E^2-\tfrac16\beta E^3-\dots,
\end{equation}
where $\alpha$ and $\beta$ describe the induced dipole. Reflection in the midplane exchanges the domains and reverses the field. Hence $e_-(E)=e_+(-E)$, and
\begin{equation}
e_-(E)-e_+(E)=2PE+\tfrac13\beta E^3+\dots
\end{equation}
The linear polarizability $\alpha$ cancels, because both domains have the same one. To leading order in the field, each unit of area that passes from $-P$ to $+P$ lowers the energy by $2PE$. This is the pressure on the wall, and it pushes towards the unfavoured domain.

Let $L$ be the length of the wall and $A$ the area gained by the favoured domain. Up to a constant, the energy is
\begin{equation}
F=\gamma L-2PE\,A. \label{eq:F}
\end{equation}

\subsection{Variation of the shape}

Describe the wall by $\mathbf r(s)$, with $s$ the arc length, $\mathbf t=d\mathbf r/ds$ the tangent and $\mathbf n$ the normal that points into the unfavoured domain. Count the curvature $\kappa$ as positive when the wall bulges along $\mathbf n$. Then
\begin{equation}
\frac{d\mathbf t}{ds}=-\kappa\,\mathbf n,\qquad
\frac{d\mathbf n}{ds}=\kappa\,\mathbf t .
\end{equation}
Displace the wall to $\mathbf r+\eta(s)\mathbf n$, with $\eta=0$ at both pins. Its derivative is
\begin{equation}
\frac{d}{ds}(\mathbf r+\eta\mathbf n)=(1+\kappa\eta)\,\mathbf t+\eta'\,\mathbf n ,
\end{equation}
and the new length per unit $s$ is
\begin{equation}
\sqrt{(1+\kappa\eta)^2+\eta'^2}=1+\kappa\eta+\tfrac12\eta'^2+\dots
\end{equation}
The terms in $\kappa^2\eta^2$ cancel: the first-order part of the square root gives $+\frac12\kappa^2\eta^2$ and the second-order part gives $-\frac12\kappa^2\eta^2$. A strip at height $u$ above the old wall has length $(1+\kappa u)\,ds$, so the area gained is
\begin{equation}
\delta A=\int ds\int_0^{\eta}(1+\kappa u)\,du=\int\left(\eta+\tfrac12\kappa\eta^2\right)ds .
\end{equation}
Inserting both results in Eq.~(\ref{eq:F}) gives, to second order,
\begin{equation}
\delta F=\int(\gamma\kappa-2PE)\,\eta\,ds
+\frac12\int\left(\gamma\eta'^2-2PE\,\kappa\,\eta^2\right)ds. \label{eq:dF}
\end{equation}

In equilibrium the first integral vanishes for every $\eta$ that is zero at the pins. The bracket must therefore vanish at each point between them:
\begin{equation}
\gamma\kappa=2PE,\qquad R=\frac1\kappa=\frac{\gamma}{2PE}. \label{eq:R}
\end{equation}
The curvature is the same everywhere, so the wall is an arc of a circle. The force picture agrees: on a piece that turns through $d\theta$, the tensions at its two ends add up to an inward force $\gamma\,d\theta$, and the pressure on its length $R\,d\theta$ gives an outward force $2PE\,R\,d\theta$.

\subsection{Arcs through the two pins}

Let the arc subtend the angle $2\varphi$ at its centre. The chord is $\ell=2R\sin\varphi$, so
\begin{equation}
\sin\varphi=\frac{\ell}{2R}=\frac{PE\,\ell}{\gamma}. \label{eq:phi}
\end{equation}
A solution needs $\ell\le2R$, which limits the field to
\begin{equation}
E\le E_{\max}=\frac{\gamma}{P\ell}.
\end{equation}
Below $E_{\max}$ there are two solutions, a short arc with $\varphi<\pi/2$ and a long one with the angle $\pi-\varphi$. For the short arc the sag is
\begin{equation}
w=R-R\cos\varphi=R-\sqrt{R^2-\ell^2/4}, \label{eq:sag}
\end{equation}
and the area gained is the sector minus the triangle, $A=R^2(\varphi-\sin\varphi\cos\varphi)$.

To see what happens above $E_{\max}$, consider all arcs through the pins, in equilibrium or not. An arc of half-angle $\varphi$ has radius $\ell/(2\sin\varphi)$, hence
\begin{equation}
L=\frac{\ell\varphi}{\sin\varphi},\qquad
A=\frac{\ell^2}{4}\,\frac{\varphi-\sin\varphi\cos\varphi}{\sin^2\varphi}.
\end{equation}
Since $d(\varphi-\sin\varphi\cos\varphi)/d\varphi=2\sin^2\varphi$, the derivatives are
\begin{align}
\frac{dL}{d\varphi}&=\ell\,\frac{\sin\varphi-\varphi\cos\varphi}{\sin^2\varphi},\\
\frac{dA}{d\varphi}&=\frac{\ell^2}{2}\left[1-\frac{\cos\varphi\,(\varphi-\sin\varphi\cos\varphi)}{\sin^3\varphi}\right]
=\frac{\ell^2}{2}\,\frac{\sin\varphi-\varphi\cos\varphi}{\sin^3\varphi},
\end{align}
where the last step uses $\sin^3\varphi+\sin\varphi\cos^2\varphi=\sin\varphi$. Therefore
\begin{equation}
\frac{dF}{d\varphi}=\ell\,\frac{\sin\varphi-\varphi\cos\varphi}{\sin^2\varphi}
\left[\gamma-\frac{PE\,\ell}{\sin\varphi}\right].
\end{equation}
The prefactor is positive for $0<\varphi<\pi$, because $\sin\varphi-\varphi\cos\varphi$ starts at zero and has the derivative $\varphi\sin\varphi>0$. The bracket decides the sign. For $E<E_{\max}$ it is negative, then positive, then negative again, so within this family the short arc is a minimum and the long arc a maximum. For $E>E_{\max}$ it is negative throughout: the arc keeps growing and no equilibrium stops it.

\subsection{Stability against any displacement}

For an equilibrium arc, $2PE=\gamma/R$ and $\kappa=1/R$. The second-order part of Eq.~(\ref{eq:dF}) becomes
\begin{equation}
\delta^2F=\frac{\gamma}{2}\int_0^{S}\left(\eta'^2-\frac{\eta^2}{R^2}\right)ds,\qquad S=2R\varphi .
\end{equation}
Expand $\eta$ in the functions $\sin(m\pi s/S)$, $m=1,2,\dots$, which vanish at the pins. The softest is $m=1$, and its stiffness per unit length is
\begin{equation}
\lambda_1=\gamma\left(\frac{\pi^2}{S^2}-\frac1{R^2}\right)
=\frac{\gamma}{R^2}\left[\left(\frac{\pi}{2\varphi}\right)^2-1\right].
\end{equation}
It is positive for $\varphi<\pi/2$ and negative for $\varphi>\pi/2$. The short arc is stable against all small displacements, and the long arc is not. For half-angles of $80^\circ$ and $100^\circ$ the formula gives $0.266$ and $-0.190$ in units of $\gamma/R^2$. The second derivatives of the energy of a polygon with 40 sides give $0.268$ and $-0.187$.

The pins are essential to this stability. A free circular bubble of the favoured domain, with radius $r$, has the energy $F=2\pi r\gamma-2PE\,\pi r^2$. Its derivative vanishes at the same radius $r=\gamma/(2PE)$, but the second derivative is $-4\pi PE<0$. A smaller bubble shrinks and a larger one grows.

\subsection{Numbers}

The pressure is
\begin{equation}
2PE=2(3.30\times10^{-4})(0.0300)=1.98\times10^{-5}\ \text{eV/\AA}^2,
\end{equation}
and Eq.~(\ref{eq:R}) gives
\begin{equation}
R=\frac{0.100}{1.98\times10^{-5}}\ \text{\AA}=5051\ \text{\AA}=505\ \text{nm}.
\end{equation}
From Eq.~(\ref{eq:phi}), $\sin\varphi=200/505.1=0.396$ and $\varphi=23.3^\circ$. The sag is $41.3$~nm and the area gained is about $11\,100$~nm$^2$. A chain of 400 straight segments, relaxed by minimizing Eq.~(\ref{eq:F}) without assuming a circle, has a radius of $505.1$~nm and a sag of $41.29$~nm, equal to the formulas to the digits given. The field limit is
\begin{equation}
E_{\max}=\frac{0.100}{(3.30\times10^{-4})(4000)}\ \text{V/\AA}=0.0758\ \text{V/\AA}=7.58\ \text{MV/cm}.
\end{equation}

In a triangular network of walls another limit comes first. Let the wall be one side of an equilateral triangle of the unfavoured stacking, with pins at the corners. All three sides bow inwards, and at a corner each side turns by $\varphi$ towards its neighbour. The corner angle of $60^\circ$ is used up at $\varphi=30^\circ$, that is, at $R=\ell$ and $E=E_{\max}/2=3.79$~MV/cm. Beyond this field neighbouring walls of isotropic tension overlap in the model, and the solution for a single wall no longer applies. The example, at $23.3^\circ$, lies below this point.

\subsection{Tension that depends on direction}

Let the layers slip along a fixed unit vector $\mathbf b$ across the wall, by a displacement $u$ that varies along the wall normal $\mathbf n$. The strain is $\varepsilon=\frac12(\mathbf b\mathbf n+\mathbf n\mathbf b)u'$, with trace $(\mathbf b\cdot\mathbf n)u'$ and $\varepsilon:\varepsilon=\frac12[1+(\mathbf b\cdot\mathbf n)^2]u'^2$. For an isotropic sheet with Lam\'e constants $\lambda$ and $\mu$, the elastic energy per area is
\begin{equation}
\frac{\lambda}{2}(\operatorname{tr}\varepsilon)^2+\mu\,\varepsilon:\varepsilon
=\frac12Ku'^2,\qquad K=\mu\,(1+a\sin^2\theta),
\end{equation}
where $\theta$ is the angle between wall and slip, so that $(\mathbf b\cdot\mathbf n)^2=\sin^2\theta$. Here $a=(\lambda+\mu)/\mu=(1+\nu)/(1-\nu)$, with $\nu=\lambda/(\lambda+2\mu)$ the Poisson ratio of the sheet. Sharing the slip between two equal layers changes $K$ by a factor that does not depend on $\theta$.

With a stacking energy $V(u)$ per area and $z$ the coordinate across the wall, completing the square gives
\begin{equation}
\int\left(\tfrac12Ku'^2+V\right)dz
=\int\left(\sqrt{K/2}\,u'-\sqrt V\right)^2dz+\int\sqrt{2KV}\,du .
\end{equation}
The relaxed profile makes the square vanish, so the tension is proportional to $\sqrt K$:
\begin{equation}
\gamma(\theta)=\gamma_0\sqrt{1+a\sin^2\theta}.
\end{equation}

Let the slip be parallel to the line between the pins, taken as the $x$ axis, and write $c=1+a$. A wall element $(dx,dy)$ costs $\gamma_0\sqrt{dx^2+c\,dy^2}$. With $Y=\sqrt c\,y$ the energy is
\begin{equation}
F=\gamma_0\int\sqrt{dx^2+dY^2}-\frac{2PE}{\sqrt c}\int Y\,dx .
\end{equation}
This is the isotropic problem with the pressure divided by $\sqrt c$. Its solution is a circle of radius $\sqrt c\,R$ in the $(x,Y)$ plane, where $R=\gamma_0/(2PE)$. In the real plane it is an ellipse with semi-axis $\sqrt c\,R$ along $x$ and $R$ along $y$. The radius of curvature at its top is $(\sqrt c\,R)^2/R=cR$, and the sag is
\begin{equation}
w=R\left[1-\sqrt{1-\frac{\ell^2}{4cR^2}}\right].
\end{equation}
For $\nu=0.25$, $c=2.667$. With $\gamma_0=0.100$~eV/\AA\ and the same field and pins, the top radius is about $1350$~nm and the sag is $15.1$~nm, smaller than the isotropic sag by a factor of $2.74$. As the wall bows it turns away from its cheapest direction, and this resists bowing in addition to the growth in length. The field limits rise as well: for these values $E_{\max}$ becomes $12.4$~MV/cm, and in a triangular network with the slip along each side neighbouring walls meet at about $8.5$~MV/cm.

The straight slip path is an approximation. If the path may bend in a triangular stacking potential built from the shortest reciprocal vectors, the factor $c$ for small tilts falls from $2.67$ to about $2.43$. The sag is then about $16.5$~nm and the top radius about $1230$~nm. The field at which neighbouring walls meet falls from about $8.5$ to about $8.3$~MV/cm, while $E_{\max}$ stays at $12.4$~MV/cm.

\section{Comparison of the two}

The scaling estimate has the right dependence on $\gamma$, $P$ and $E$, and the exact isotropic radius is half of it. The geometric factors dropped from the sag and from the curvature, $1/8$ and $8$ for a flat arc, cancel in $R$. The factor that remains comes from the reversal of the dipole: an area that changes stacking gains $2PE$, not $PE$.

The estimated sag, $158$~nm, is $3.8$ times the exact $41.3$~nm. The factor can be traced with a flat parabola of height $w$, whose extra length is $8w^2/(3\ell)$ and whose area is $2w\ell/3$. Then
\begin{equation}
F-\gamma\ell=\frac{8\gamma w^2}{3\ell}-\frac{4PE\,w\ell}{3},\qquad
\frac{dF}{dw}=0\ \Rightarrow\ w=\frac{PE\,\ell^2}{4\gamma}=\frac{\ell^2}{8R}.
\end{equation}
This is a quarter of the scaling value, or $39.6$~nm. Expanding Eq.~(\ref{eq:sag}) one order further multiplies it by $1+\ell^2/(16R^2)=1.04$, which accounts for most of the remaining difference. Setting $w\sim\ell$ in the scaling estimate also gives the field scale $\gamma/(P\ell)$ at which the wall is no longer nearly flat. The exact solution is needed to show that equilibrium is lost there and that the numerical factor is one.

\section{The model and a real bilayer}

The parameters are rough values in the range of a slightly twisted, parallel-stacked MoS$_2$ bilayer between hBN gates. The assumption that moves the result most, among those sized here, is isotropic tension: with it dropped and the slip path kept straight, the sag falls from $41$ to $15$~nm and the top radius rises from $505$ to about $1350$~nm. The isotropic radius is thus a model result and not a prediction for MoS$_2$. Friction from the lattice or from defects also matters if it is comparable with the pressure. If the wall can withstand a force $f_c<2PE$ per length, it can rest as an arc with any radius between $\gamma/(2PE+f_c)$ and $\gamma/(2PE-f_c)$ that is not smaller than $\ell/2$. No value of $f_c$ is assumed here.

The other effects are smaller for these numbers.

\emph{Temperature.} A force $f$ at the middle of a flat wall deflects it by $f\ell/(4\gamma)$, so equipartition gives a mean square displacement $k_BT\,\ell/(4\gamma)$. For the bowed isotropic wall at $300$~K the computed rms value is $1.7$~nm, about 4\% of the sag.

\emph{Stray field.} Represent each domain by two charged planes a distance $h$ apart. Two parallel strips of equal dipoles at separation $s$ then repel with the energy $(2P^2/h^2)\ln(1+h^2/s^2)$ per length and per product of their widths. Across the wall the dipoles are opposite, which changes this energy by $-2$ times itself. Pairs at separation $s$ carry the weight $s\,ds$, and a cutoff at $\ell$ gives, for $\ell\gg h$,
\begin{equation}
\delta\gamma=-\frac{4P^2}{h^2}\int_0^{\ell}s\ln\left(1+\frac{h^2}{s^2}\right)ds
\simeq-4P^2\left[\ln\frac{\ell}{h}+\frac12\right].
\end{equation}
For $h=6.5$~\AA\ and no dielectric screening this is $-0.04\%$ of $\gamma$. The constant added to the logarithm depends on how the sum is cut off; for a periodic array of walls a distance $\ell$ apart the value is $-0.05\%$.

\emph{Wall width and electric limits.} A width of roughly $100$~\AA\ is 2\% of $R$, so a single wall is thin in the sense assumed. In a triangular network the gap between neighbouring walls matters too. For the isotropic example it is below $100$~\AA\ out to about $34$~nm from each corner, measured along the wall ($31$~nm in projection on the side of the triangle), and there the picture of separate thin walls is not reliable. With a relative permittivity of about $3.3$, the field inside the hBN is $0.91$~MV/cm, some 9\% of a rough breakdown field of $10$~MV/cm. Between the midplanes of the two layers, $6.5$~\AA\ apart, the applied field drops at most $0.195$~V, the value without screening by the bilayer. The corresponding electron energy is well below the band gap, for which the bulk value of roughly $1.3$~eV serves as a low estimate. The material inputs used in these estimates are rough typical values.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical values)
line tension gamma = 0.100 eV/angstrom
areal polarization P = 3.30e-04 e/angstrom
potential step P/epsilon0 = 0.0597 V
field E = D/epsilon0 = 3.00 MV/cm
same field = 0.0300 V/angstrom
pin spacing = 400.0 nm
ISOTROPIC WALL
pressure 2PE = 1.980e-05 eV/angstrom^2
radius R = 505.1 nm
radius R = 5051 angstrom
radius of numerically relaxed wall = 505.1 nm
half-angle = 23.33 degrees
sag = 41.29 nm
sag of numerically relaxed wall = 41.29 nm
swept area = 11103 nm^2
contact field in triangular network = 3.79 MV/cm
maximum field for two pins = 7.58 MV/cm
maximum field for two pins = 0.0758 V/angstrom
lowest mode, half-angle 80 deg = 0.268 gamma/R^2
lowest mode, half-angle 100 deg = -0.187 gamma/R^2
NEGLECTED EFFECTS
Poisson ratio (rough input) = 0.25
directional stiffness factor 1+a = 2.667
top radius with directional tension = 1347 nm
sag with directional tension = 15.07 nm
isotropic sag / directional sag = 2.74
temperature = 300 K
thermal rms wandering at middle = 1.68 nm
layer spacing (rough input) = 6.5 angstrom
stray-field tension = -4.34e-05 eV/angstrom
stray-field tension / gamma = -0.043 %
wall width (rough input) = 100 angstrom
wall width / R = 1.98 %
hBN relative permittivity (rough input) = 3.3
field inside hBN = 0.91 MV/cm
hBN breakdown field (rough input) = 10 MV/cm
hBN field / breakdown field = 0.091
upper bound on bilayer voltage = 0.195 V
band gap (rough input) = 1.3 eV
\end{verbatim}
